# Debugging a numerical check: Thermal resistance of a platinum-YIG contact expressed as a YIG thickness

```python
"""Result under test: a platinum-YIG contact of thermal conductance G
has the steady thermal resistance of a bulk-like YIG layer of thickness
L = kappa / G, about 35 nm for kappa = 7 W/(m K), G = 2e8 W/(m^2 K).
kappa: YIG thermal conductivity; flux: heat flux normal to the contact;
film: YIG film thickness; all resistances are for unit area.
Also tested: limits of this equivalence in frequency and film thickness,
and the electron-lattice temperature offset inside the platinum.
All quantities are in SI units unless a name or label says otherwise.
"""
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.special import expn

kappa = 7.0
G = 2.0e8
flux = 1.0e7
film = 200e-9
sink_temperature = 300.0
# Rough typical material values near room temperature
heat_capacity = 3.0e6
sound_speed = 4300.0
lattice_constant = 1.24e-9
pt_thickness = 5e-9
pt_kappa_electron = 25.0
pt_kappa_lattice = 5.0
pt_coupling = 5.0e17

L = kappa / G
nm = 1e9


def solve_stack(thickness, contact_resistance, omega=0.0, cells=400):
    """Temperatures above the sink for unit flux, by finite volumes.
    Node 0 is platinum without heat storage; the others are YIG cells."""
    h = thickness / cells
    matrix = np.zeros((cells + 1, cells + 1), dtype=complex)
    links = np.full(cells, kappa / h)
    links[0] = 1.0 / (contact_resistance + h / (2 * kappa))
    for i, link in enumerate(links):
        matrix[i, i] += link
        matrix[i + 1, i + 1] += link
        matrix[i, i + 1] -= link
        matrix[i + 1, i] -= link
    matrix[cells, cells] += 2 * kappa / h
    inner = np.arange(1, cells + 1)
    matrix[inner, inner] += 1j * omega * heat_capacity * h
    source = np.zeros(cells + 1, dtype=complex)
    source[0] = 1.0
    depth = (np.arange(cells) + 0.5) * h
    return depth, np.linalg.solve(matrix, source)


# Steady state: continue the YIG profile up to the platinum temperature
for thickness in (50e-9, film, 1000e-9):
    depth, temperature = solve_stack(thickness, 1 / G)
    temperature = temperature.real
    slope, surface = np.polyfit(depth * nm, temperature[1:] * 1e9, 1)
    extrapolated_nm = (surface - temperature[0] * 1e9) / slope
    assert abs(-extrapolated_nm - L * nm) < 1e-4 * L * nm
    _, all_yig = solve_stack(thickness + L, 0.0)
    assert abs(all_yig[0].real / temperature[0] - 1) < 1e-7
    if thickness == film:
        length_from_profile_nm = -extrapolated_nm
        total_drop = flux * temperature[0]
        film_drop = flux * surface * 1e-9
contact_drop = total_drop - film_drop
share = contact_drop / total_drop
assert abs(share - L / (L + film)) < 1e-6
assert abs(length_from_profile_nm - 35) < 0.5

# Alternating flux: stored heat spoils the equivalence
diffusivity = kappa / heat_capacity
error_level = 0.01
omega_limit = (error_level * 3 * diffusivity * (film + L)
               / ((film + L)**3 - film**3))
_, with_contact = solve_stack(film, 1 / G, omega_limit)
_, with_yig = solve_stack(film + L, 0.0, omega_limit)
error_found = abs(with_contact[0] - with_yig[0]) / abs(with_yig[0])
assert abs(error_found / error_level - 1) < 0.02


def slab_transmission(optical_thickness, cells=400):
    """Flux relative to the ballistic flux between absorbing walls,
    from the integral equation for isotropic phonon scattering."""
    h = optical_thickness / cells
    edges = np.linspace(0, optical_thickness, cells + 1)
    middle = (edges[:-1] + edges[1:]) / 2
    e2 = expn(2, np.abs(middle[:, None] - edges[None, :]))
    kernel = np.abs(e2[:, 1:] - e2[:, :-1])
    np.fill_diagonal(kernel, 2 * (1 - expn(2, h / 2)))
    energy = np.linalg.solve(np.eye(cells) - kernel / 2,
                             expn(2, middle) / 2)
    weights = expn(3, edges[:-1]) - expn(3, edges[1:])
    return 1 - 2 * np.sum(energy * weights)


# Two extreme choices of the heat capacity of the carrying phonons.
# The cubic cell holds two primitive cells with three acoustic branches.
acoustic_capacity = 6 * k_boltzmann / lattice_constant**3
mean_free_paths, film_ratios, transport_ratios = [], [], []
for capacity in (heat_capacity, acoustic_capacity):
    path = 3 * kappa / (capacity * sound_speed)
    ratio = 1 / (1 + 4 * path / (3 * L))
    tau = L / path
    transport_ratio = slab_transmission(tau) * 3 * tau / 4
    # The simple formula is an interpolation, good to a few per cent
    assert abs(ratio / transport_ratio - 1) < 0.05
    mean_free_paths.append(path)
    film_ratios.append(ratio)
    transport_ratios.append(transport_ratio)


def solve_platinum(top_heating, cells=200):
    """Electron and lattice temperatures for unit total flux; only the
    lattice passes heat to the contact, where its temperature is zero."""
    h = pt_thickness / cells
    matrix = np.zeros((2 * cells, 2 * cells))
    for offset, conductivity in ((0, pt_kappa_electron),
                                 (cells, pt_kappa_lattice)):
        for i in range(offset, offset + cells - 1):
            link = conductivity / h
            matrix[i, i] += link
            matrix[i + 1, i + 1] += link
            matrix[i, i + 1] -= link
            matrix[i + 1, i] -= link
    for i in range(cells):
        exchange = pt_coupling * h
        matrix[i, i] += exchange
        matrix[i + cells, i + cells] += exchange
        matrix[i, i + cells] -= exchange
        matrix[i + cells, i] -= exchange
    matrix[-1, -1] += 2 * pt_kappa_lattice / h
    source = np.zeros(2 * cells)
    if top_heating:
        source[0] = 1.0
    else:
        source[:cells] = 1.0 / cells
    solution = np.linalg.solve(matrix, source)
    return solution[:cells], solution[cells:]


offset_resistance = 1 / (pt_coupling * pt_thickness)
for top_heating in (True, False):
    electrons, lattice = solve_platinum(top_heating)
    offset_found = np.mean(electrons - lattice)
    assert abs(offset_found / offset_resistance - 1) < 1e-6
# The last solution is for uniform heating of the electrons
pt_extra_resistance = np.mean(electrons)
pt_lattice_resistance = np.mean(lattice)

# Rough ranges of the two inputs
kappa_low, kappa_high = 6.0, 8.0
G_low, G_high = 1.0e8, 3.0e8
L_low, L_high = kappa_low / G_high, kappa_high / G_low


def show(label, value, unit, form=".3g"):
    print(f"{label}: {value:{form}} {unit}")


show("YIG thermal conductivity", kappa, "W/(m K)")
show("contact thermal conductance", G, "W/(m^2 K)")
show("contact resistance 1/G", 1 / G, "m^2 K/W")
show("equivalent YIG thickness kappa/G", L * nm, "nm", ".2f")
show("same length from numerical profile", length_from_profile_nm,
     "nm", ".2f")
show("heat flux", flux, "W/m^2")
show("YIG film thickness", film * nm, "nm")
show("sink temperature", sink_temperature, "K")
show("temperature gradient in YIG", flux / kappa * 1e-6, "K/um")
show("drop at contact", contact_drop * 1e3, "mK", ".1f")
show("drop in YIG film", film_drop * 1e3, "mK", ".1f")
show("total drop", total_drop * 1e3, "mK", ".1f")
show("contact share of total drop", share * 100, "%", ".1f")
show("low kappa", kappa_low, "W/(m K)")
show("high kappa", kappa_high, "W/(m K)")
show("low G", G_low, "W/(m^2 K)")
show("high G", G_high, "W/(m^2 K)")
show("smallest L in rough range", L_low * nm, "nm")
show("largest L in rough range", L_high * nm, "nm")
show("YIG heat capacity", heat_capacity, "J/(m^3 K)")
show("YIG thermal diffusivity", diffusivity, "m^2/s")
show("frequency for 1% predicted error", omega_limit / (2e6 * np.pi),
     "MHz")
show("error found at that frequency", error_found * 100, "%")
show("sound speed", sound_speed, "m/s")
show("YIG lattice constant", lattice_constant * nm, "nm")
show("acoustic-only heat capacity", acoustic_capacity, "J/(m^3 K)")
for name, path, ratio, transport in zip(
        ("all modes", "acoustic only"), mean_free_paths,
        film_ratios, transport_ratios):
    show(f"mean free path, {name}", path * nm, "nm")
    show(f"kappa_eff/kappa at thickness L, formula, {name}", ratio, "(1)")
    show(f"kappa_eff/kappa at thickness L, transport, {name}",
         transport, "(1)")
show("Pt thickness", pt_thickness * nm, "nm")
show("Pt electron conductivity", pt_kappa_electron, "W/(m K)")
show("Pt lattice conductivity", pt_kappa_lattice, "W/(m K)")
show("Pt electron-phonon coupling", pt_coupling, "W/(m^3 K)")
show("Pt electron-lattice offset resistance", offset_resistance,
     "m^2 K/W")
show("Pt mean lattice-to-contact resistance", pt_lattice_resistance,
     "m^2 K/W")
show("Pt total extra resistance", pt_extra_resistance, "m^2 K/W")
show("Pt extra as YIG thickness", pt_extra_resistance * kappa * nm, "nm")
show("Pt extra relative to contact", pt_extra_resistance * G * 100, "%")
show("kappa change if kappa ~ 1/T, over total drop",
     total_drop / sink_temperature * 100, "%")
print("every check passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 59, in <module>
    assert abs(-extrapolated_nm - L * nm) < 1e-4 * L * nm
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was a sign error in the program, not in the physics. The depth at which the straight YIG profile reaches the platinum temperature is (platinum temperature − surface temperature)/slope, but the numerator had been written the other way round, so a depth of −35 nm came out as +35 nm and failed the test. The numerator is now in the right order. No tested quantity, tolerance or parameter has changed.

Diff:

```diff
@@ -51,10 +51,11 @@
 
 
-# Steady state: continue the YIG profile up to the platinum temperature
+# Steady state: continue the YIG profile up to the platinum temperature.
+# Depth is positive into YIG, so the meeting point has negative depth.
 for thickness in (50e-9, film, 1000e-9):
     depth, temperature = solve_stack(thickness, 1 / G)
     temperature = temperature.real
     slope, surface = np.polyfit(depth * nm, temperature[1:] * 1e9, 1)
-    extrapolated_nm = (surface - temperature[0] * 1e9) / slope
+    extrapolated_nm = (temperature[0] * 1e9 - surface) / slope
     assert abs(-extrapolated_nm - L * nm) < 1e-4 * L * nm
     _, all_yig = solve_stack(thickness + L, 0.0)
```

The mended program passes:

```
YIG thermal conductivity: 7 W/(m K)
contact thermal conductance: 2e+08 W/(m^2 K)
contact resistance 1/G: 5e-09 m^2 K/W
equivalent YIG thickness kappa/G: 35.00 nm
same length from numerical profile: 35.00 nm
heat flux: 1e+07 W/m^2
YIG film thickness: 200 nm
sink temperature: 300 K
temperature gradient in YIG: 1.43 K/um
drop at contact: 50.0 mK
drop in YIG film: 285.7 mK
total drop: 335.7 mK
contact share of total drop: 14.9 %
low kappa: 6 W/(m K)
high kappa: 8 W/(m K)
low G: 1e+08 W/(m^2 K)
high G: 3e+08 W/(m^2 K)
smallest L in rough range: 20 nm
largest L in rough range: 80 nm
YIG heat capacity: 3e+06 J/(m^3 K)
YIG thermal diffusivity: 2.33e-06 m^2/s
frequency for 1% predicted error: 0.526 MHz
error found at that frequency: 1 %
sound speed: 4.3e+03 m/s
YIG lattice constant: 1.24 nm
acoustic-only heat capacity: 4.34e+04 J/(m^3 K)
mean free path, all modes: 1.63 nm
kappa_eff/kappa at thickness L, formula, all modes: 0.942 (1)
kappa_eff/kappa at thickness L, transport, all modes: 0.939 (1)
mean free path, acoustic only: 112 nm
kappa_eff/kappa at thickness L, formula, acoustic only: 0.189 (1)
kappa_eff/kappa at thickness L, transport, acoustic only: 0.184 (1)
Pt thickness: 5 nm
Pt electron conductivity: 25 W/(m K)
Pt lattice conductivity: 5 W/(m K)
Pt electron-phonon coupling: 5e+17 W/(m^3 K)
Pt electron-lattice offset resistance: 4e-10 m^2 K/W
Pt mean lattice-to-contact resistance: 2.9e-10 m^2 K/W
Pt total extra resistance: 6.9e-10 m^2 K/W
Pt extra as YIG thickness: 4.83 nm
Pt extra relative to contact: 13.8 %
kappa change if kappa ~ 1/T, over total drop: 0.112 %
every check passed
```
